\section*{Depolarization of upright polarizable dipoles on a square lattice}

\section*{The problem}

A monolayer of polar molecules changes the electrostatic potential across a surface. Each molecule also sits in the field of its neighbours, which changes its dipole moment. The Topping model describes this mutual action with point dipoles.

Identical molecules occupy every site $a(i,j)$ of an infinite square lattice in the plane $z=0$, with $i,j$ integers. They are held upright. Each has a permanent moment $p_0$ along $+z$ and responds linearly to a field along $z$ with polarizability volume $\alpha$. The normal is a principal axis of the polarizability, so a normal field induces no in-plane moment. Sources outside the layer may add a uniform normal field $E$.

The derivation uses Gaussian form: a charge $q$ has potential $q/r$, and an induced moment is $\alpha E$. For numbers, moments are in $e\,$nm, fields in V/nm, and $k=e/(4\pi\varepsilon_0)=1.43996$ V\,nm. Potentials and fields of dipoles then acquire a factor $k$, and the induced moment is $\alpha E/k$. The product of the two, which governs the mutual polarization, contains no $k$.

\section*{(a) The field at a site}

\emph{Find the field that acts on one molecule when all molecules carry the same moment $p$. Show that the sum over the lattice converges.}

\textbf{Solution.} At lateral distance $\rho$ and height $z$, a point dipole $p$ along $z$ has the potential
\begin{equation}
\phi=\frac{pz}{(\rho^2+z^2)^{3/2}} .
\end{equation}
Its normal field is
\begin{equation}
E_z=-\frac{\partial\phi}{\partial z}
=-\frac{p}{(\rho^2+z^2)^{3/2}}+\frac{3pz^2}{(\rho^2+z^2)^{5/2}} .
\end{equation}
At $z=0$ this is $-p/\rho^3$. The potential vanishes everywhere in that plane away from the dipole, so there is no in-plane field. Adding the contributions of all other sites gives
\begin{equation}
E_{\rm loc}=E-\frac{S p}{a^3},\qquad
S=\sum_{(i,j)\ne(0,0)}\frac{1}{(i^2+j^2)^{3/2}} .
\label{local}
\end{equation}
All terms of $S$ have the same sign. At large distance, measured in units of $a$, there are about $2\pi r\,dr$ sites in a ring, so the part of the sum beyond radius $R$ is approximately
\begin{equation}
\int_R^\infty \frac{2\pi r\,dr}{r^3}=\frac{2\pi}{R}.
\end{equation}
The sum therefore converges, and its value does not depend on the order of summation. The slow $1/R$ tail matters in numerical work.

\section*{(b) The lattice sum}

\emph{Turn $S$ into a rapidly convergent series and evaluate it.}

\textbf{Solution.} Let $r^2=i^2+j^2$. The Gamma integral gives
\begin{equation}
\int_0^\infty t^{1/2}e^{-\pi r^2t}\,dt
=\frac{\Gamma(3/2)}{(\pi r^2)^{3/2}}
=\frac{\sqrt\pi/2}{\pi^{3/2}r^3}=\frac{1}{2\pi r^3}.
\end{equation}
Define $\vartheta(t)=\sum_n e^{-\pi tn^2}$ and $\Theta=\vartheta^2$, the sum of $e^{-\pi tr^2}$ over all sites. Removing the origin,
\begin{equation}
S=2\pi\int_0^\infty t^{1/2}[\Theta(t)-1]\,dt .
\end{equation}
The integrand decays quickly at large $t$. For small $t$ we use Poisson summation, which equates the sum of a function over the integers to the sum of its Fourier transform:
\begin{equation}
\vartheta(t)=\sum_m\int_{-\infty}^{\infty}e^{-\pi tx^2-2\pi imx}dx
=t^{-1/2}\sum_m e^{-\pi m^2/t}.
\end{equation}
Hence $\vartheta(t)=t^{-1/2}\vartheta(1/t)$ and $\Theta(1/t)=t\,\Theta(t)$. In the interval $0<t<1$ put $t=1/u$, with $|dt|=du/u^2$:
\begin{align}
\int_0^1t^{1/2}[\Theta(t)-1]dt
&=\int_1^\infty u^{-5/2}[u\Theta(u)-1]du\nonumber\\
&=\int_1^\infty u^{-3/2}[\Theta(u)-1]du
+\int_1^\infty(u^{-3/2}-u^{-5/2})du .
\end{align}
The last integral is $2-2/3=4/3$. Combining both intervals,
\begin{equation}
S=2\pi\Big[\frac43+\sum_{(i,j)\ne(0,0)}J(\pi r^2)\Big],\quad
J(c)=\int_1^\infty(t^{1/2}+t^{-3/2})e^{-ct}dt .
\end{equation}
To evaluate $J$, let $K=\int_1^\infty t^{-1/2}e^{-ct}dt$. The substitution $t=s^2/c$ gives $K=\sqrt{\pi/c}\,\mathrm{erfc}\sqrt c$. Integration by parts gives
\begin{equation}
\int_1^\infty t^{1/2}e^{-ct}dt=\frac{e^{-c}}c+\frac K{2c},\qquad
\int_1^\infty t^{-3/2}e^{-ct}dt=2e^{-c}-2cK ,
\end{equation}
and $J$ is their sum.

The constant part is $8\pi/3=8.37758$. The four nearest sites add $0.64184$ and the four diagonal sites $0.01418$, for a subtotal of $9.03360$. With the further shells,
\begin{equation}
S=9.0336 .
\end{equation}
A direct sum inside $R=800$ gives $9.025768$. Adding the tail $2\pi/800=0.007854$ gives $9.033622$, in agreement with the rapid series.

\section*{(c) Self-consistent moment and response}

\emph{Determine $p$, and find the polarizability per molecule that an external field $E$ measures.}

\textbf{Solution.} The moment is the permanent part plus the part induced by the local field (\ref{local}):
\begin{equation}
p=p_0+\alpha\Big(E-\frac{Sp}{a^3}\Big).
\end{equation}
Moving the term in $p$ to the left gives $p(1+S\alpha/a^3)=p_0+\alpha E$, so
\begin{equation}
p=\frac{p_0+\alpha E}{1+S\alpha/a^3},\qquad
\alpha_{\rm eff}=\frac{dp}{dE}=\frac{\alpha}{1+9.03\,\alpha/a^3}.
\label{topping}
\end{equation}
The permanent moment and the polarizability are divided by the same number, $D=1+S\alpha/a^3$. The molecule's own $\alpha$ has not changed. What is smaller is its response to the external field, because the neighbours' induced moments oppose that field.

For $S\alpha/a^3\ll1$ the expansion $1/D\simeq1-S\alpha/a^3$ describes neighbours that still carry their full moments. Self-consistency weakens their field. At $\alpha/a^3=0.08$, for example, the first-order expression leaves only $0.28$ of the moment, whereas (\ref{topping}) leaves $0.58$.

The infinite-lattice result can be compared with coupled equations solved on finite square patches, with $E=0$ and $\alpha/a^3=0.08$. The central molecule has $p/p_0=0.59244$ in a $25\times25$ patch and $0.58639$ in a $51\times51$ patch. Both exceed the infinite-lattice value because opposing outer neighbours are missing. By part (a) the missing field falls as the inverse patch size. Extrapolating on that basis gives
\begin{equation}
\frac{51(0.58639)-25(0.59244)}{51-25}\simeq0.5806,
\end{equation}
against $1/D=0.5805$ from the formula.

\section*{(d) When is the uniform state stable?}

\emph{Part (c) assumed equal moments. Find the largest $\alpha/a^3$ for which this state is stable against unequal normal moments. Then consider molecules that can also polarize in the plane.}

\textbf{Solution.} Inducing a moment $p_i-p_0$ costs energy $(p_i-p_0)^2/2\alpha$, and two upright dipoles repel with energy $p_ip_j/r_{ij}^3$. The total energy is
\begin{equation}
U=\sum_i\Big[\frac{(p_i-p_0)^2}{2\alpha}-Ep_i\Big]
+\frac12\sum_{i\ne j}\frac{p_ip_j}{r_{ij}^3}.
\end{equation}
Setting $\partial U/\partial p_i=0$ recovers the equation of part (c). For a small modulation $\delta p_i\propto\cos(\mathbf q\cdot\mathbf n_i)$, with $\mathbf n=(i,j)$, the second-order energy is proportional to
\begin{equation}
\frac1\alpha+\frac{S(\mathbf q)}{a^3},\qquad
S(\mathbf q)=\sum_{\mathbf n\ne0}\frac{\cos(\mathbf q\cdot\mathbf n)}{|\mathbf n|^3}.
\end{equation}
Stability requires this to be positive for every $\mathbf q$, so we need the minimum of $S(\mathbf q)$. As in part (b),
\begin{equation}
S(\mathbf q)=2\pi\int_0^\infty t^{1/2}
[\vartheta_{q_x}(t)\vartheta_{q_y}(t)-1]dt,\quad
\vartheta_q(t)=\sum_n w^{n^2}\cos qn,
\end{equation}
with $w=e^{-\pi t}$. To see where $\vartheta_q$ is smallest, consider the product
\begin{equation}
P(y)=\prod_{m\ge1}(1+w^{2m-1}y)(1+w^{2m-1}/y)=\sum_n c_ny^n .
\end{equation}
Replacing $y$ by $w^2y$ shifts the factors and gives $P(w^2y)=P(y)/(wy)$. Comparing powers of $y$ gives $c_{n+1}=w^{2n+1}c_n$, hence $c_n=w^{n^2}c_0$. The constant $c_0$ is positive and independent of $q$. At $y=e^{iq}$ this means
\begin{equation}
\vartheta_q=\frac1{c_0}\prod_{m\ge1}\big(1+2w^{2m-1}\cos q+w^{4m-2}\big).
\end{equation}
Every factor is positive and is smallest at $q=\pi$. The minimum of $S(\mathbf q)$ therefore lies at $(\pi,\pi)$, the checkerboard pattern.

The sites with even $i+j$ form a square lattice of constant $\sqrt2$, so without the origin they contribute $S/2^{3/2}$. Sites with odd $i+j$ contribute the remainder of $S$, with a minus sign. Thus
\begin{equation}
S(\pi,\pi)=2\,\frac{S}{2^{3/2}}-S=-S\Big(1-\frac1{\sqrt2}\Big)=-2.6459,
\end{equation}
and the uniform state is stable against normal modulations for
\begin{equation}
\frac{\alpha}{a^3}<\frac1{2.6459}=0.378 .
\end{equation}
At this limit $D=1+1/(1-1/\sqrt2)=3+\sqrt2\simeq4.41$. The formal limit $\alpha_{\rm eff}\to a^3/S$ of (\ref{topping}) at large $\alpha$ thus lies outside the stable range of the model.

If the molecules have the same $\alpha$ in the plane, head-to-tail rows can reinforce themselves. For dipoles along $x$ with sign alternating from row to row, the field along each dipole is $+p/a^3$ times
\begin{equation}
\sum_{(i,j)\ne(0,0)}(-1)^j\frac{2i^2-j^2}{(i^2+j^2)^{5/2}}=5.0989 .
\end{equation}
This pattern grows spontaneously when $5.0989\,\alpha/a^3>1$, that is, above $\alpha/a^3=0.196$. That no other in-plane pattern is more dangerous is not proved here. It is supported by the highest in-plane eigenvalue of an open $24\times24$ patch, $5.0685$, which lies just below the stripe value. Both limits belong to point dipoles with linear response. A finite molecular length changes the interaction between neighbours, as part (g) shows, and so shifts the limit for normal modulations.

\section*{(e) The potential step}

\emph{Relate $p$ to the potential difference across the layer, first for a free layer and then above a grounded metal. Take $E=0$.}

\textbf{Solution.} The laterally averaged potential at height $z>0$ is the integral of one dipole's potential over the plane, divided by the area per molecule:
\begin{equation}
\bar\phi=\frac1{a^2}\int_0^\infty\frac{pz\,2\pi\rho\,d\rho}{(\rho^2+z^2)^{3/2}}
=\frac{2\pi p}{a^2}.
\end{equation}
Below the layer the sign is reversed, so the step is
\begin{equation}
\Delta\phi=\frac{4\pi p}{a^2}=\frac{1}{D}\,\frac{4\pi p_0}{a^2}.
\label{step}
\end{equation}

Above a metal, each charge has an image of opposite sign at its mirror position. The image of an upright dipole is an equal dipole pointing the same way. Outside, the layer and its image each give $2\pi p/a^2$, a total of $4\pi p/a^2$. Between the image plane and the layer the two averages cancel, which matches the grounded metal. The full step is thus again $4\pi p/a^2$, and no further doubling is needed. The factor $1/D$ in (\ref{step}) leaves out the effect of the image field on $p$, which part (g) estimates. With the positive end outward, the potential outside is raised, an electron's energy there is lowered, and the work function falls by $e\Delta\phi$.

\section*{(f) A layer on an injecting electrode}

\emph{Take $a=0.50$ nm, $\alpha=0.010$ nm$^3$, $p_0=1.00$ D and $E=0$. Find the moment, the response, the local field and the potential step.}

\textbf{Solution.} First, $\alpha/a^3=0.010/0.125=0.0800$, well below both limits of part (d). Those limits are for a free layer; images in the electrode lower them, the normal one to about $0.31$ for point dipoles at the height used in part (g). Then
\begin{align}
D&=1+9.0336\times0.0800=1.723,\\
p&=1.00\ \mathrm{D}/1.723=0.580\ \mathrm{D},\\
\alpha_{\rm eff}&=0.010\ \mathrm{nm^3}/1.723=0.0058\ \mathrm{nm^3}.
\end{align}
With $1$ D $=0.020819\ e\,$nm, the moment is $0.01209\ e\,$nm. The local field is
\begin{equation}
E_{\rm loc}=-\frac{1.440\times9.034\times0.01209}{0.125}\ \frac{\mathrm V}{\mathrm{nm}}
\simeq-12.6\ \mathrm{MV/cm}.
\end{equation}
Without depolarization the step would be $4\pi(1.440)(0.020819)/0.25=1.507$ V. With it, the step is $1.507/1.723=0.875$ V, at the same density and permanent moment.

These are round parameters in the rough regime of dense monolayers of short polar molecules, with a few molecules per square nanometre and moments of order one debye. The model omits charge transfer in the bond to the metal, the metal's electron cloud being pushed back by the molecules, and overlap between neighbours. These can alter the step, and their size is not estimated here. The step equals the change of a charge-injection barrier only if the levels of the material above follow the outside potential and no charge flows to realign them.

\section*{(g) How far do the neglected effects move the numbers?}

\emph{Estimate the effects of finite molecular length, metal images, nonlinear response, vacancies and reorientation, one at a time, for the layer of part (f).}

\textbf{Solution.} \emph{Finite length.} Let each dipole consist of charges $\pm p/d$ separated vertically by $d$, and let it respond to the field averaged along its length. That average is the potential difference between its ends divided by $d$. For a neighbour at distance $\rho$ it is
\begin{equation}
\bar E=-\frac{2p}{d^2}\Big(\frac1\rho-\frac1s\Big)
=-\frac{2p}{\rho s(\rho+s)},\qquad s=\sqrt{\rho^2+d^2},
\end{equation}
where $s^2-\rho^2=d^2$ was used. Since $s>\rho$, its magnitude is below $p/\rho^3$, so in this model length weakens depolarization. For $d=0.30$ nm the lattice sum falls to $7.94$, $D$ to $1.635$, and the step rises to $0.922$ V, about 5\% above the point-dipole value. The size of this shift depends on $d$, and $0.30$ nm is short for a molecule with $\alpha=0.010$ nm$^3$: an upright substituted benzene ring has about this polarizability along its axis and is about $0.5$ nm long. For $d=0.50$ nm the same sum is $6.75$ and the step rises by about 12\%. For molecules as long as their spacing or longer, the point-dipole sum is a poor starting point.

\emph{Metal images.} With the dipole centre at $h=0.30$ nm above the image plane, the molecule's own image adds the field $+2p/(2h)^3=1.157\,p/a^3$. The images of the whole layer together add only $0.089\,p/a^3$. The reason is that a uniform dipole sheet has no average field outside it, while by Laplace's equation a lateral variation of wavenumber $G$ decays as $e^{-Gz}$. The smallest nonzero $G$ is $2\pi/a$, and the image layer is $2h$ away. The divisor becomes $1.716$ instead of $1.723$. These values are for point dipoles. With charges $0.30$ nm apart, the lower charge would be only $0.15$ nm from the image plane, and the image fields would be larger.

The reference state matters here. A lone molecule at the same height feels its own image without this cancellation and has moment $p_0/(1-0.0800\times1.157)=1.10\,p_0$. Relative to that adsorbed molecule, the layer reduces the moment by a factor $1.10\times1.716\simeq1.89$. The divisor $D$ refers to the free molecule.

\emph{Nonlinear response.} Replace the linear response by that of a two-level molecule with a $5.0$ eV gap, the same small-field $\alpha$ and the same permanent moment in both states. The self-consistent moment is $0.5810$ D instead of $0.5805$ D, so saturation is negligible in this model despite the large local field. If the permanent moment changes on excitation, as it generally does in a polar molecule, there is also a response quadratic in the field, which this estimate leaves out.

\emph{Vacancies.} If a fraction $\theta$ of the sites is occupied at random, with $a$ fixed, the mean-field replacement is $S\to\theta S$. At $\theta=0.90$ the remaining moments should grow by $D/(1+\theta S\alpha/a^3)=1.044$. A direct solution for one random arrangement gives $1.045$. There are fewer dipoles, however, so the step changes by a factor $0.90\times1.045\simeq0.94$, to about $0.82$ V.

\emph{Reorientation.} The neighbours' field favours turning a dipole over. With that field held fixed, the turn lowers the energy by $2p_0|E_{\rm loc}|=52$ meV, about twice $k_BT=26$ meV at 300 K. The dipole interaction therefore does not hold the molecules upright. Their anchoring or packing must do so, with an energy well above this scale, for the model to apply.

As long as the molecules are held upright, finite length and vacancies move the step most among the effects estimated here, by about 5\% and 6\% in opposite directions for the chosen $d=0.30$ nm and $\theta=0.90$; longer molecules or lower coverage give larger shifts. The values are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
LATTICE SUM (dimensionless)
constant part 8 pi/3: 8.37758
four nearest sites add: 0.64184
four diagonal sites add: 0.01418
S, rapid formula: 9.033622
direct sum inside radius 800 a: 9.025768
direct sum with tail: 9.033622
EXAMPLE
lattice constant a: 0.50 nm
polarizability volume alpha: 0.010 nm^3
permanent moment p0: 1.00 D
one debye: 0.020819 e nm
e/(4 pi eps0): 1.43996 V nm
alpha/a^3: 0.0800
divisor 1 + S alpha/a^3: 1.7227
moment in layer: 0.5805 D
effective polarizability volume: 0.00580 nm^3
local depolarizing field: -12.58 MV/cm
potential step without depolarization: 1.507 V
potential step with depolarization: 0.875 V
FINITE PATCHES (moment/p0 at centre)
25 x 25 sites: 0.59244
51 x 51 sites: 0.58639
extrapolated: 0.58058
infinite-lattice formula: 0.58049
STABILITY
checkerboard sum: -2.6459
lowest eigenvalue, 24 x 24 patch: -2.6331
limit of alpha/a^3, normal: 0.3779
in-plane stripe sum: 5.0989
highest in-plane eigenvalue, 24 x 24 patch: 5.0685
limit of alpha/a^3, in-plane: 0.1961
NEGLECTED EFFECTS
charge separation: 0.30 nm
lattice sum for finite length: 7.9361
divisor for finite length: 1.6349
potential step for finite length: 0.922 V
height above image plane: 0.30 nm
own-image field times a^3/p: 1.1574
all-image field times a^3/p: 0.0893
divisor with images: 1.7155
two-level gap: 5.0 eV
moment with nonlinear response: 0.5810 D
coverage with vacancies: 0.90
moment ratio vacant/full, direct: 1.0447
moment ratio vacant/full, mean field: 1.0438
orientation energy p0 |E_loc|: 26.18 meV
temperature: 300 K
thermal energy kT: 25.85 meV
\end{verbatim}
